**Vanishing Hartree-Fock density of states in an electron gas**

The program tests how exchange changes the density of states \(g\) at the Fermi energy, relative to the free-electron value \(g_0\); \(k_F\) is the Fermi wave number and \(\Sigma\) the exchange self-energy. It asserts that the closed form of \(\Sigma\) and its slope agree with direct integration over the Fermi sea, and that \(g\) agrees with a count of states. It also asserts the logarithmic coefficient \(1/\pi\) for a spheroidal Fermi surface and the slopes for Thomas-Fermi-screened, short-range and truncated exchange. Further assertions compare the thermal velocity formula with self-consistent occupations, the chemical potential and compressibility with derivatives of the total energy, and the width of an interface level with diagonalization. For \(2\times10^{23}\) electrons per cm³, the output shows \(g/g_0=0.274\) at 300 K with full unscreened exchange and 0.627 with the PBE0 fraction. HSE06-type exchange gives 0.891 and Thomas-Fermi screening 0.951. Truncating exchange at 1 to 1000 nm gives ratios falling from 0.489 to 0.230, with no nonzero limit as the radius grows.

## Verification by program

```python
"""
Result under test: in the uniform unpolarized electron gas, unscreened
Hartree-Fock exchange makes the one-particle density of states (DOS) vanish
logarithmically at the Fermi energy; screening, truncation of the Coulomb
tail, or temperature makes it finite.
Hartree atomic units inside; eV, nm, K in the output.
  kF     Fermi wave number          sigma  exchange self-energy
  slope  d(sigma)/dk                v      band velocity dE/dk
  ratio  DOS divided by the free-electron DOS at the Fermi energy
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad, cumulative_trapezoid
from scipy.optimize import brentq
from scipy.special import exp1, sici, expit

pi = np.pi
HARTREE = sc.physical_constants["Hartree energy in eV"][0]
BOHR_NM = sc.physical_constants["Bohr radius"][0] * 1e9
KB_EV = sc.physical_constants["Boltzmann constant in eV/K"][0]

# Inputs of the example
density_cm3 = 2.0e23
temperature = 300.0
omega_hse = 0.11          # range parameter of HSE06, 1/bohr
hybrid_fraction = 0.25    # exchange fraction of PBE0 and HSE06
heavy_mass = 1.1          # trial band mass for the sensitivity estimate
free_width_ev = 0.050     # interface-level width on a free-electron metal

density = density_cm3 * (BOHR_NM * 1e-7) ** 3
kF = (3 * pi**2 * density) ** (1 / 3)
rs = (3 / (4 * pi * density)) ** (1 / 3)
kT = KB_EV * temperature / HARTREE


def sigma(k, p=kF):
    x = k / p
    log = np.log(np.abs((1 + x) / (1 - x)))
    return -(p / pi) * (1 + (1 - x * x) / (2 * x) * log)


def slope(k, p=kF):
    x = k / p
    log = np.log(np.abs((1 + x) / (1 - x)))
    return ((1 + x * x) / (2 * x * x) * log - 1 / x) / pi


# --- Self-energy from its definition: length of rays inside the Fermi sea ---
def sigma_rays(k):
    def root(c):
        return np.sqrt(max(kF**2 - k**2 * (1 - c * c), 0.0))
    if k < kF:
        val = quad(lambda c: -k * c + root(c), -1, 1, epsabs=1e-11)[0]
    else:
        edge = -np.sqrt(1 - (kF / k) ** 2)
        val = quad(lambda c: 2 * root(c), -1, edge, epsabs=1e-11)[0]
    return -val / pi


for x in (0.3, 0.9, 1.2, 2.0):
    assert abs(sigma_rays(x * kF) - sigma(x * kF)) < 1e-7
    h = 1e-3
    numeric = (sigma_rays(x * kF + h) - sigma_rays(x * kF - h)) / (2 * h)
    assert abs(numeric - slope(x * kF)) < 1e-4

fermi_level = kF**2 / 2 - kF / pi
bandwidth = fermi_level - sigma_rays(0.0)
assert abs(bandwidth - (kF**2 / 2 + kF / pi)) < 1e-8
assert abs(sigma_rays(kF * (1 - 1e-7)) + kF / pi) < 1e-5


# --- DOS at a given energy above the Fermi level ---
def wave_number(energy):
    def f(d):
        k = kF + d
        return k * k / 2 + sigma(k) - fermi_level - energy
    return kF + brentq(f, 1e-13, 2.0, xtol=1e-17, rtol=1e-13)


def dos_ratio(energy):
    k = wave_number(energy)
    return k * k / (kF * (k + slope(k)))


test_energy = 0.01 / HARTREE
step = 0.01 * test_energy
count_up = wave_number(test_energy + step) ** 3 / (3 * pi**2)
count_dn = wave_number(test_energy - step) ** 3 / (3 * pi**2)
dos_counted = (count_up - count_dn) / (2 * step)
assert abs(dos_counted / (kF / pi**2) / dos_ratio(test_energy) - 1) < 1e-4


def offset_for_ratio(r):
    d = 2 * kF * np.exp(-1 - pi * kF * (1 / r - 1))
    return d * (kF + np.log(2 * kF / d) / pi)


small = 1e-4 / HARTREE
assert abs(offset_for_ratio(dos_ratio(small)) / small - 1) < 2e-3
offsets_ev = (1.0, 0.1, 0.025, 1e-3, 1e-6)
ratios = [dos_ratio(e / HARTREE) for e in offsets_ev]
assert all(b < a for a, b in zip(ratios, ratios[1:]))


# --- The logarithm does not depend on the shape of a smooth Fermi surface ---
gl_x, gl_w = np.polynomial.legendre.leggauss(1500)


def axis_slope(d, a, c):
    """Slope at distance d outside the pole of a spheroid (radii a, a, c)."""
    s = 15 * (gl_x + 1)
    t = np.exp(-s)
    root = np.sqrt(1 - t * t)
    rho2 = (a * t) ** 2
    top = rho2 + (d + c * t * t / (1 + root)) ** 2
    bottom = rho2 + (d + c + c * root) ** 2
    return np.sum(15 * gl_w * rho2 * (1 / top - 1 / bottom)) / pi


assert abs(axis_slope(0.1, kF, kF) - slope(kF + 0.1)) < 1e-4
log_coefficient = (axis_slope(1e-6, 1.3 * kF, 0.7 * kF)
                   - axis_slope(1e-4, 1.3 * kF, 0.7 * kF)) / np.log(100)
assert abs(log_coefficient - 1 / pi) < 1e-3


# --- Slopes at kF for modified interactions, against direct integration ---
def slope_yukawa(kappa):
    z = (kappa / kF) ** 2
    return (0.5 * (1 + z / 2) * np.log(1 + 4 / z) - 1) / pi


def slope_short_range(omega):
    y = (kF / omega) ** 2
    ein = exp1(y) + np.log(y) + np.euler_gamma
    return (ein / 2 - 1 + (1 - np.exp(-y)) / y) / pi


def slope_truncated(radius):
    z = 2 * kF * radius
    cin = np.euler_gamma + np.log(z) - sici(z)[1]
    return (cin - 1 + 2 * (z * np.sin(z) + np.cos(z) - 1) / z**2) / pi


node, weight = np.polynomial.legendre.leggauss(400)


def slope_direct(interaction):
    p = (kF * (node + 1) / 2)[:, None]
    wp = (kF * weight / 2)[:, None]

    def self_energy(k):
        q2 = k * k + p * p - 2 * k * p * node[None, :]
        total = np.sum(wp * p * p * weight[None, :] * interaction(q2))
        return -total / (4 * pi**2)
    h = 1e-3
    return (self_energy(kF + h) - self_energy(kF - h)) / (2 * h)


kappa_tf = np.sqrt(4 * kF / pi)
R1 = 1.0 / BOHR_NM
direct = slope_direct(lambda q2: 4 * pi / (q2 + kappa_tf**2))
assert abs(direct - slope_yukawa(kappa_tf)) < 2e-4
direct = slope_direct(
    lambda q2: -4 * pi * np.expm1(-q2 / (4 * omega_hse**2)) / q2)
assert abs(direct - slope_short_range(omega_hse)) < 2e-4
direct = slope_direct(
    lambda q2: 8 * pi * np.sin(np.sqrt(q2) * R1 / 2) ** 2 / q2)
assert abs(direct - slope_truncated(R1)) < 2e-4

ratio_tf = kF / (kF + slope_yukawa(kappa_tf))
ratio_hse = kF / (kF + hybrid_fraction * slope_short_range(omega_hse))
radii_nm = (1.0, 10.0, 100.0, 1000.0)
ratio_cut = [kF / (kF + slope_truncated(r / BOHR_NM)) for r in radii_nm]


# --- Finite temperature: self-consistent occupations near kF ---
def thermal_velocity(fraction=1.0, mass=1.0):
    k = kF + np.linspace(-12, 12, 2001) * kT / kF
    middle = (k[1:] + k[:-1]) / 2
    kernel = slope(k[:, None], middle[None, :])
    v = k / mass
    for _ in range(40):
        energy = cumulative_trapezoid(v, k, initial=0)
        energy -= energy[1000]
        occupation = expit(-energy / kT)
        new = k / mass + fraction * (kernel @ (-np.diff(occupation)))
        change = np.max(np.abs(new - v))
        v = new
    assert change < 1e-8
    return v[1000]


def thermal_formula(fraction=1.0):
    def f(v):
        log = np.log(4 * kF * v / (pi * kT))
        return v - kF - fraction * (log + np.euler_gamma - 1) / pi
    return brentq(f, kF, 50.0)


v_hot = thermal_velocity()
v_hot_formula = thermal_formula()
v_hot_hybrid = thermal_velocity(fraction=hybrid_fraction)
# The formula takes the velocity constant within the thermal window.
assert abs(v_hot_formula / v_hot - 1) < 0.02
assert abs(thermal_formula(hybrid_fraction) / v_hot_hybrid - 1) < 0.02
ratio_hot = kF / v_hot
ratio_hot_hybrid = kF / v_hot_hybrid
# Ratio to the free DOS of the same heavier mass
ratio_hot_heavy = (kF / heavy_mass) / thermal_velocity(mass=heavy_mass)


# --- Chemical potential and compressibility from the total energy ---
def energy_density(p):
    f = lambda k: k * k / pi**2 * (k * k / 2 + sigma(k, p) / 2)
    return quad(f, 0, p, epsabs=1e-13, epsrel=1e-12, limit=200)[0]


def number(p):
    return p**3 / (3 * pi**2)


def mu_numeric(p, h=0.01):
    return ((energy_density(p + h) - energy_density(p - h))
            / (number(p + h) - number(p - h)))


assert abs(mu_numeric(kF) - fermi_level) < 5e-4
dmu_dn = ((mu_numeric(kF + 0.01) - mu_numeric(kF - 0.01))
          / (number(kF + 0.01) - number(kF - 0.01)))
dmu_formula = pi**2 * (kF - 1 / pi) / kF**2
assert abs(dmu_dn / dmu_formula - 1) < 2e-3
thermo_ratio = (1 / dmu_formula) / (kF / pi**2)
length_free = BOHR_NM / kappa_tf
length_hf = length_free / np.sqrt(thermo_ratio)


# --- Decay of an interface level into metal states, by diagonalization ---
def decay_width(spacing, coupling):
    """Width in eV from the survival probability (hbar = 1, times in 1/eV)."""
    levels = spacing * np.arange(-400, 401)
    matrix = np.diag(np.concatenate(([0.0], levels)))
    matrix[0, 1:] = matrix[1:, 0] = coupling
    values, vectors = np.linalg.eigh(matrix)
    amount = vectors[0] ** 2

    def survival(t):
        return abs(np.sum(amount * np.exp(-1j * values * t))) ** 2
    return -np.log(survival(60.0) / survival(20.0)) / 40.0


spacing0 = 0.005
coupling0 = np.sqrt(free_width_ev * spacing0 / (2 * pi))
width_free = decay_width(spacing0, coupling0)
width_hf = decay_width(spacing0 / ratio_hot, coupling0)
# A finite band changes the golden-rule width by about width/bandwidth.
assert abs(width_free / free_width_ev - 1) < 0.03
assert abs(width_hf / width_free / ratio_hot - 1) < 0.03

# --- Output ---
print(f"electron density            {density_cm3:.1e} cm^-3")
print(f"density parameter rs        {rs:.3f} bohr")
print(f"Fermi wave number           {kF:.4f} 1/bohr")
print(f"Fermi wave number           {kF / BOHR_NM:.2f} 1/nm")
print(f"free bandwidth              {kF**2 / 2 * HARTREE:.2f} eV")
print(f"HF bandwidth                {bandwidth * HARTREE:.2f} eV")
print(f"exchange shift at kF        {-kF / pi * HARTREE:.2f} eV")
print(f"free DOS at EF              "
      f"{kF / pi**2 / HARTREE / BOHR_NM**3:.2f} 1/(eV nm^3)")
print("HF DOS / free DOS at EF, zero temperature:")
for e, r in zip(offsets_ev, ratios):
    print(f"  {e:.3g} eV above EF        {r:.3f}")
print(f"offset where ratio is 0.1   "
      f"{offset_for_ratio(0.1) * HARTREE:.1e} eV")
print(f"log coefficient, spheroid   {log_coefficient:.5f}")
print(f"1/pi                        {1 / pi:.5f}")
print("DOS ratio at EF, exchange truncated at radius:")
for r, value in zip(radii_nm, ratio_cut):
    print(f"  {r:.0f} nm                    {value:.3f}")
print(f"temperature                 {temperature:.0f} K")
print(f"thermal energy              {kT * HARTREE:.5f} eV")
print(f"HF velocity, thermal        {v_hot:.3f} a.u.")
print(f"same, from formula          {v_hot_formula:.3f} a.u.")
print(f"thermal DOS ratio, full HF  {ratio_hot:.3f}")
print(f"thermal DOS ratio, PBE0     {ratio_hot_hybrid:.3f}")
print(f"hybrid exchange fraction    {hybrid_fraction:.2f}")
print(f"HSE06 range parameter       {omega_hse:.2f} 1/bohr")
print(f"DOS ratio, HSE06 type       {ratio_hse:.3f}")
print(f"DOS ratio, TF screened      {ratio_tf:.3f}")
print(f"trial band mass             {heavy_mass:.1f} electron masses")
print(f"thermal ratio, heavy mass   {ratio_hot_heavy:.3f}")
print(f"thermodynamic DOS ratio, HF {thermo_ratio:.3f}")
print(f"screening length, free gas  {length_free:.4f} nm")
print(f"screening length, HF        {length_hf:.4f} nm")
print(f"level width set, free metal {free_width_ev * 1e3:.1f} meV")
print(f"level width, free metal     {width_free * 1e3:.1f} meV")
print(f"level width, HF metal       {width_hf * 1e3:.1f} meV")
print("checks complete")
```

Running it gives:

```
electron density            2.0e+23 cm^-3
density parameter rs        2.005 bohr
Fermi wave number           0.9574 1/bohr
Fermi wave number           18.09 1/nm
free bandwidth              12.47 eV
HF bandwidth                20.76 eV
exchange shift at kF        -8.29 eV
free DOS at EF              24.06 1/(eV nm^3)
HF DOS / free DOS at EF, zero temperature:
  1 eV above EF        0.451
  0.1 eV above EF        0.319
  0.025 eV above EF        0.274
  0.001 eV above EF        0.208
  1e-06 eV above EF        0.138
offset where ratio is 0.1   3.3e-10 eV
log coefficient, spheroid   0.31833
1/pi                        0.31831
DOS ratio at EF, exchange truncated at radius:
  1 nm                    0.489
  10 nm                    0.355
  100 nm                    0.279
  1000 nm                    0.230
temperature                 300 K
thermal energy              0.02585 eV
HF velocity, thermal        3.492 a.u.
same, from formula          3.500 a.u.
thermal DOS ratio, full HF  0.274
thermal DOS ratio, PBE0     0.627
hybrid exchange fraction    0.25
HSE06 range parameter       0.11 1/bohr
DOS ratio, HSE06 type       0.891
DOS ratio, TF screened      0.951
trial band mass             1.1 electron masses
thermal ratio, heavy mass   0.256
thermodynamic DOS ratio, HF 1.498
screening length, free gas  0.0479 nm
screening length, HF        0.0392 nm
level width set, free metal 50.0 meV
level width, free metal     50.4 meV
level width, HF metal       13.7 meV
checks complete
```
